# Testing a recursion for the dispersion coefficient C12: test program

```python
"""
Test of the recursion C12 ~ (C10/C8)^3 C6 for second-order dispersion.
Result under test: for identical isotropic quantum Drude oscillators
  C12(recursion)/C12 = 16807/17280 for every charge, mass and frequency;
for equal frequencies and masses mA, mB the ratio is
  (49/360) (2-x)^3/(1-x),  x = mA mB/(mA+mB)^2.
For two hydrogen atoms the ratio is computed from converged coefficients.
Symbols: E(R) = -sum C_p/R^p, p = 2L+2, L = l1+l2 (multipole ranks);
omega = frequency, var = 1/(2 m omega) = ground-state variance per axis.
Atomic units inside; printed coefficients are in eV angstrom^p.
"""
import numpy as np
from math import comb, factorial, pi
from scipy.constants import physical_constants
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.special import (roots_genlaguerre, eval_genlaguerre, gammaln,
                           factorial2)

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def recursion(c, p):
    """Estimate of C_p from the three lower even coefficients."""
    return (c[p - 2] / c[p - 4]) ** 3 * c[p - 6]


def to_ev(value, p):
    return value * HARTREE * BOHR ** p


# ---------- hydrogen: pseudostates in a Laguerre basis ----------
def hydrogen_channel(l, size):
    """Excitation energies and squared 2^l-pole moments from 1s."""
    x, w = roots_genlaguerre(size + 2, 2 * l + 1)      # x = 2 r
    p = np.zeros((size, x.size))
    dp = np.zeros_like(p)
    for k in range(size):
        norm = np.exp(0.5 * (gammaln(k + 2 * l + 3) - gammaln(k + 1)))
        p[k] = eval_genlaguerre(k, 2 * l + 2, x) / norm
        if k > 0:
            dp[k] = -eval_genlaguerre(k - 1, 2 * l + 3, x) / norm
    h = (p * (2 * l * w)) @ p.T + (dp * (2 * x * w)) @ dp.T
    energy, vec = eigh(h)
    total = factorial(2 * l + 2) / 2 ** (2 * l + 1) / (2 * l + 1)
    return energy, total * vec[0] ** 2


def hydrogen_coefficients(size, l_sum_max=6):
    ch = {l: hydrogen_channel(l, size) for l in range(1, l_sum_max)}
    c = {}
    for L in range(2, l_sum_max + 1):
        c[2 * L + 2] = 0.0
        for l1 in range(1, L):
            ea, ma = ch[l1]
            eb, mb = ch[L - l1]
            pair = np.sum(np.outer(ma, mb) / (ea[:, None] + eb[None, :]))
            c[2 * L + 2] += comb(2 * L, 2 * l1) * pair
    return c, ch


hyd, channels = hydrogen_coefficients(24)
hyd_small, _ = hydrogen_coefficients(16)
basis_change = max(abs(hyd_small[p] / hyd[p] - 1) for p in hyd)
assert basis_change < 1e-6


def moment_1s(k):
    """Expectation value of r^k in the 1s state."""
    return factorial(k + 2) / 2 ** (k + 1)


# static polarizabilities against the closed first-order wavefunction
for l in range(1, 6):
    e, m2 = channels[l]
    closed = 2 / (2 * l + 1) * (moment_1s(2 * l) / l
                                + moment_1s(2 * l + 1) / (l + 1))
    assert abs(2 * np.sum(m2 / e) / closed - 1) < 1e-9

# independent road: radial grid and integral over imaginary frequency
step = 0.01
r = step * np.arange(1, 4001)
t, wt = np.polynomial.legendre.leggauss(28)
freq = 0.6 * (1 + t) / (1 - t)
wfreq = wt * 0.6 * 2 / (1 - t) ** 2
alpha = {}
for l in range(1, 5):
    source = 2 * r ** (l + 1) * np.exp(-r)
    diag = 1 / step ** 2 + l * (l + 1) / (2 * r ** 2) - 1 / r + 0.5
    values = []
    for u in freq:
        band = np.zeros((3, r.size), dtype=complex)
        band[0, 1:] = band[2, :-1] = -0.5 / step ** 2
        band[1] = diag + 1j * u
        sol = solve_banded((1, 1), band, source)
        values.append(2 * step * np.sum(source * sol).real / (2 * l + 1))
    alpha[l] = np.array(values)
grid_change = 0.0
for L in range(2, 6):
    c_grid = sum(comb(2 * L, 2 * l1) / (2 * pi)
                 * np.sum(wfreq * alpha[l1] * alpha[L - l1])
                 for l1 in range(1, L))
    grid_change = max(grid_change, abs(c_grid / hyd[2 * L + 2] - 1))
assert grid_change < 1e-3      # second-order finite-difference error


# ---------- Drude oscillators: Cartesian sum over states ----------
def solid(L, x, y, z):
    """r^L P_L(cos theta) as a polynomial."""
    r2 = x * x + y * y + z * z
    old, new = 1.0 + 0 * r2, z + 0 * r2
    for k in range(1, L):
        old, new = new, ((2 * k + 1) * z * new - k * r2 * old) / (k + 1)
    return new


def interaction(L, a, b, charge_terms=False):
    """Coefficient of 1/R^(L+1), up to sign, for displacements a and b."""
    v = solid(L, b[0] - a[0], b[1] - a[1], b[2] - a[2])
    if not charge_terms:
        v = v - solid(L, *b) - solid(L, -a[0], -a[1], -a[2])
    return v


def cartesian_coefficient(L, var_a, var_b, om_a, om_b, charge_terms=False):
    """Second-order sum over products of six 1D oscillator states."""
    n = L + 1
    x, w = np.polynomial.hermite_e.hermegauss(n)
    w = w / np.sqrt(2 * pi)
    trans = np.array([np.polynomial.hermite_e.hermeval(x, np.eye(n)[k])
                      * w / np.sqrt(factorial(k)) for k in range(n)])
    axes = np.ix_(x, x, x, x, x, x)
    a = [np.sqrt(var_a) * q for q in axes[:3]]
    b = [np.sqrt(var_b) * q for q in axes[3:]]
    amp = interaction(L, a, b, charge_terms)
    for _ in range(6):
        amp = np.tensordot(amp, trans, axes=(0, 1))
    k = np.ix_(*[np.arange(n)] * 6)
    energy = om_a * (k[0] + k[1] + k[2]) + om_b * (k[3] + k[4] + k[5])
    energy = energy.astype(float)
    assert abs(amp[0, 0, 0, 0, 0, 0]) < 1e-8 * np.abs(amp).max()
    energy[0, 0, 0, 0, 0, 0] = np.inf
    return np.sum(amp ** 2 / energy)


def drude_formula(L, var_a, var_b, om_a, om_b):
    """Closed result for unit charges."""
    s = sum(comb(L, l) * var_a ** l * var_b ** (L - l)
            / (l * om_a + (L - l) * om_b) for l in range(1, L))
    return factorial2(2 * L - 1) * s


def identical_formula(L, var, om):
    return var ** L * factorial2(2 * L - 1) * (2 ** L - 2) / (L * om)


for L in range(2, 7):
    for pars in [(0.7, 1.6, 0.9, 0.35), (1.3, 0.4, 0.5, 1.1)]:
        direct = cartesian_coefficient(L, *pars)
        assert abs(direct / drude_formula(L, *pars) - 1) < 1e-9
    direct = cartesian_coefficient(L, 0.8, 0.8, 0.6, 0.6)
    assert abs(direct / identical_formula(L, 0.8, 0.6) - 1) < 1e-9


def cartesian_ratio(mass_ratio, om=0.6, var=0.8, charge_terms=False):
    """C12(recursion)/C12 at equal frequency from the Cartesian sums."""
    c = {2 * L + 2: cartesian_coefficient(L, var, var / mass_ratio, om, om,
                                          charge_terms)
         for L in range(2, 6)}
    return recursion(c, 12) / c[12]


def ratio_formula(mass_ratio):
    x = mass_ratio / (1 + mass_ratio) ** 2
    return 49 / 360 * (2 - x) ** 3 / (1 - x)


exact_ratio = 16807 / 17280
assert abs(cartesian_ratio(1.0) - exact_ratio) < 1e-9
assert abs(cartesian_ratio(1.0, om=1.7, var=0.3) - exact_ratio) < 1e-9
for mr in (2.0, 10.0):
    assert abs(cartesian_ratio(mr) - ratio_formula(mr)) < 1e-9
assert abs(cartesian_ratio(1e4) - 49 / 45) < 1e-3
zero_mass_ratio = brentq(lambda s: ratio_formula(s) - 1, 1.0, 10.0)
assert abs(cartesian_ratio(zero_mass_ratio) - 1) < 1e-8

# the two opposing factors; the first is what remains with charge terms kept
growth = {2 * L + 2: factorial2(2 * L - 1) / L for L in range(2, 6)}
missing = {2 * L + 2: 2.0 ** L - 2 for L in range(2, 6)}
growth_ratio = recursion(growth, 12) / growth[12]
missing_ratio = recursion(missing, 12) / missing[12]
assert abs(cartesian_ratio(1.0, charge_terms=True) - growth_ratio) < 1e-9

# fourth-order dipole term from the exact normal modes of coupled dipoles
unit = np.eye(3)
tensor = np.array([[float(interaction(2, unit[i], unit[j]))
                    for j in range(3)] for i in range(3)])
coupling = 0.02                                        # alpha/R^3
modes = np.block([[unit, coupling * tensor], [coupling * tensor, unit]])
shift = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(modes))) - 3.0
fourth = -(shift + 0.75 * coupling ** 2) / coupling ** 4
assert abs(fourth / (45 / 64) - 1) < 2e-3   # next order is of size coupling^2

# ---------- worked example ----------
omega_ev, mass = 10.0, 1.0
omega = omega_ev / HARTREE
variance = 1 / (2 * mass * omega)
polar = 1 / (mass * omega ** 2)
dru = {2 * L + 2: identical_formula(L, variance, omega) for L in range(2, 7)}
assert abs(dru[6] / (0.75 * polar ** 2 * omega) - 1) < 1e-12
c12_fourth = 45 / 64 * omega * polar ** 4

print(f"H: largest change of C6..C14, 16 to 24 functions: {basis_change:.1e}")
print(f"H: largest deviation of grid check, C6..C12: {grid_change:.1e}")
print(f"Drude: hbar omega = {omega_ev:.1f} eV, mass = {mass:.1f} m_e, charge = 1 e")
print(f"Drude: variance per axis = {variance * BOHR ** 2:.5f} angstrom^2")
print(f"Drude: polarizability volume = {polar * BOHR ** 3:.5f} angstrom^3")
for name, c in (("H", hyd), ("Drude", dru)):
    for p in (6, 8, 10, 12, 14):
        print(f"{name}: C{p} = {to_ev(c[p], p):.6g} eV angstrom^{p}")
    quotient = c[10] / c[8] * BOHR ** 2
    print(f"{name}: C10/C8 = {quotient:.5f} angstrom^2")
    print(f"{name}: (C10/C8)^3 = {quotient ** 3:.5f} angstrom^6")
    est = recursion(c, 12)
    print(f"{name}: C12 by recursion = {to_ev(est, 12):.6g} eV angstrom^12")
    print(f"{name}: recursion minus C12 = {to_ev(est - c[12], 12):.4g} eV angstrom^12")
    print(f"{name}: relative error in C12 = {100 * (est / c[12] - 1):.3f} %")
    print(f"{name}: C12 = {c[12]:.6g}, by recursion {est:.6g} hartree bohr^12")
    one = recursion(c, 14) / c[14] - 1
    chained = (est / c[10]) ** 3 * c[8] / c[14] - 1
    print(f"{name}: error in C14 from true C12 = {100 * one:.3f} %")
    print(f"{name}: error in C14 from estimated C12 = {100 * chained:.3f} %")
print(f"Drude: 16807/17280 = {exact_ratio:.6f}")
print(f"Drude: ratio from (2L-1)!!/L alone = {growth_ratio:.5f}")
print(f"Drude: ratio from 2^L-2 alone = {missing_ratio:.5f}")
print(f"Drude: product of the two ratios = {growth_ratio * missing_ratio:.6f}")
print(f"Drude, mass ratio 10: x = {10 / 121:.5f}")
print(f"Drude, mass ratio 10: error in C12 = {100 * (ratio_formula(10) - 1):.3f} %")
print(f"Drude, limit of unequal masses: error = {100 * (49 / 45 - 1):.3f} %")
print(f"Drude: error vanishes at mass ratio {zero_mass_ratio:.4f}")
print(f"Drude: fourth-order R^-12 term = {to_ev(c12_fourth, 12):.4g} eV angstrom^12")
print(f"Drude: fourth-order term / C12 = {100 * c12_fourth / dru[12]:.3f} %")
print("no test failed")
```

Running it gives:

```
H: largest change of C6..C14, 16 to 24 functions: 1.2e-14
H: largest deviation of grid check, C6..C12: 4.5e-06
Drude: hbar omega = 10.0 eV, mass = 1.0 m_e, charge = 1 e
Drude: variance per axis = 0.38100 angstrom^2
Drude: polarizability volume = 1.09725 angstrom^3
H: C6 = 3.88334 eV angstrom^6
H: C8 = 20.815 eV angstrom^8
H: C10 = 153.96 eV angstrom^10
H: C12 = 1594.01 eV angstrom^12
H: C14 = 22268.7 eV angstrom^14
H: C10/C8 = 7.39656 angstrom^2
H: (C10/C8)^3 = 404.65964 angstrom^6
H: C12 by recursion = 1571.43 eV angstrom^12
H: recursion minus C12 = -22.58 eV angstrom^12
H: relative error in C12 = -1.416 %
H: C12 = 121486, by recursion 119765 hartree bohr^12
H: error in C14 from true C12 = 3.737 %
H: error in C14 from estimated C12 = -0.609 %
Drude: C6 = 9.02965 eV angstrom^6
Drude: C8 = 34.4028 eV angstrom^8
Drude: C10 = 160.566 eV angstrom^10
Drude: C12 = 943.846 eV angstrom^12
Drude: C14 = 6812.49 eV angstrom^14
Drude: C10/C8 = 4.66723 angstrom^2
Drude: (C10/C8)^3 = 101.66631 angstrom^6
Drude: C12 by recursion = 918.011 eV angstrom^12
Drude: recursion minus C12 = -25.84 eV angstrom^12
Drude: relative error in C12 = -2.737 %
Drude: C12 = 71934.5, by recursion 69965.4 hartree bohr^12
Drude: error in C14 from true C12 = 2.573 %
Drude: error in C14 from estimated C12 = -5.622 %
Drude: 16807/17280 = 0.972627
Drude: ratio from (2L-1)!!/L alone = 1.14844
Drude: ratio from 2^L-2 alone = 0.84691
Drude: product of the two ratios = 0.972627
Drude, mass ratio 10: x = 0.08264
Drude, mass ratio 10: error in C12 = 4.584 %
Drude, limit of unequal masses: error = 8.889 %
Drude: error vanishes at mass ratio 3.1942
Drude: fourth-order R^-12 term = 10.19 eV angstrom^12
Drude: fourth-order term / C12 = 1.080 %
no test failed
```
